# Stability of the Verlet step in extended-Lagrangian Born–Oppenheimer dynamics: verification in Python

```python
# Extended-Lagrangian BOMD, Verlet step for the auxiliary density n:
#   n[k+1] = 2 n[k] - n[k-1] + kappa (F(n[k]) - n[k]),  kappa = (dt*omega)^2.
# Gamma = Jacobian of the SCF map F at its fixed point, eigenvalues gamma,
# a = kappa (1 - gamma), cos(theta) = 1 - a/2, eta = growth rate per step.
# Result under test: bounded iff Gamma is diagonalizable, gamma real, 0 < a < 4;
# so stable for all real contracting spectra iff kappa <= 2. Complex gamma, Jordan
# blocks or rapidly varying Gamma break it. Example: Mg atom, RHF/cc-pVDZ,
# F(P) = aufbau projector of the Fock matrix, Gamma_ov = -Delta^-1 K. Atomic units.
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
def out(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())

# ---------- symbolic invariant ----------
a11, a12, a22 = sp.symbols("a11 a12 a22")
As = sp.Matrix([[a11, a12], [a12, a22]])
x0, x1 = sp.Matrix(sp.symbols("p0 q0")), sp.Matrix(sp.symbols("p1 q1"))
inv_s = lambda u, v: ((v - u).T * (v - u) + v.T * As * u)[0]
assert sp.expand(inv_s(x1, 2 * x1 - x0 - As * x1) - inv_s(x0, x1)) == 0
ds, ss = x1 - x0, (x1 + x0) / 2
assert sp.expand(inv_s(x0, x1) - (ds.T * (sp.eye(2) - As / 4) * ds + ss.T * As * ss)[0]) == 0

# ---------- model tests ----------
def radius(kap, gam):
    kap, gam = np.broadcast_arrays(kap, gam)
    M = np.zeros(kap.shape + (2, 2), complex)
    M[..., 0, 0] = 2 + kap * (gam - 1); M[..., 0, 1] = -1; M[..., 1, 0] = 1
    return np.abs(np.linalg.eigvals(M)).max(-1)
kg = np.linspace(0.05, 4.5, 90)[:, None]; gg = np.linspace(-0.995, 0.995, 121)[None, :]
ag = kg * (1 - gg); stable = radius(kg, gg) < 1 + 1e-7; keep = abs(ag - 4) > 1e-6
assert np.all(stable[keep] == (ag[keep] < 4))
assert stable[kg[:, 0] <= 2 + 1e-12].all() and (~stable[kg[:, 0] > 2.01]).any(axis=1).all()
gc = np.sqrt(rng.uniform(0, 1, 3000)) * np.exp(2j * np.pi * rng.uniform(0, 1, 3000))
gc = gc[abs(gc.imag) > 1e-3]; kc = rng.uniform(0.01, 2, gc.size); rc = radius(kc, gc)
assert rc.min() > 1 + 1e-7
assert np.allclose(np.log(rc), abs(np.arccos(1 - kc * (1 - gc) / 2).imag), rtol=1e-6, atol=1e-10)
gm = 0.3 + 0.01j
eta_num = np.log(radius(np.array(2.0), np.array(gm))); eta_apx = gm.imag / np.sqrt(1 - gm.real**2)
assert abs(eta_apx / eta_num - 1) < 1e-3
out("model gamma=0.3+0.01i, kappa=2: eta exact", eta_num, "per step")
out("  eta small-Im formula", eta_apx, "per step")
def linear(gam_of_k, kap, u, v, n, src=None):
    tr = [np.atleast_1d(u) * 1.0, np.atleast_1d(v) * 1.0]
    for k in range(1, n):
        w = 2 * tr[-1] - tr[-2] + kap * (np.atleast_2d(gam_of_k(k)) @ tr[-1] - tr[-1])
        tr.append(w if src is None else w + src[k])
    return np.array(tr)
ks = np.arange(202); cj = 0.5
tj = linear(lambda k: np.array([[0, cj], [0, 0]]), 2.0, [0, 1], [cj, 0], 201)
assert np.allclose(tj[:, 0], cj * ks * np.sin(ks * np.pi / 2), atol=1e-9)
out("Jordan block c=0.5, kappa=2: x at step 201", tj[201, 0])
te = linear(lambda k: -1.0, 2.0, 0.3, 0.4, 201)[:, 0]
assert np.allclose(te, (-1.0)**ks * (0.3 - ks * 0.7), atol=1e-8)
out("gamma=-1, kappa=2, start 0.3,0.4: step 201", te[201])
tp = linear(lambda k: 0.1 * (-1)**k, 2.0, 1.0, 0.7, 201)[:, 0]
eta_par = np.log(np.hypot(tp[200], tp[201]) / np.hypot(tp[100], tp[101])) / 100
assert abs(eta_par / np.arcsinh(0.1) - 1) < 1e-6
out("alternating gamma=+-0.1, kappa=2: eta", eta_par, "per step")
th = np.arccos(0.3); src = rng.normal(size=202)
tg = linear(lambda k: 0.3, 2.0, 0.0, 0.0, 201, src)[:, 0]
green = [sum(np.sin((k - j) * th) * src[j] for j in range(1, k)) / np.sin(th) for k in ks]
assert np.allclose(tg, green, atol=1e-9)
u = np.zeros(20000); v = u.copy(); nn = 400
for k in range(1, nn):
    u, v = v, 0.6 * v - u + rng.normal(size=u.size)
var_f = nn / (2 * np.sin(th)**2)
assert abs(np.mean(v**2) / var_f - 1) < 0.05   # sampling error about 1 per cent
out("unit noise, gamma=0.3, kappa=2, step 400: variance", np.mean(v**2))
out("  k/(2 sin^2 theta)", var_f)

# ---------- Mg atom ----------
mol = gto.M(atom="Mg 0 0 0", basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.kernel()
N, no = mol.nao, mol.nelectron // 2
eri_ao, h_ao = mol.intor("int2e"), mf.get_hcore()
def build(C):
    e = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_ao, C, C, C, C, optimize=True)
    return C.T @ h_ao @ C, e, (2 * e - e.transpose(0, 2, 1, 3)).reshape(N * N, N * N)
C = mf.mo_coeff; h, eri, G2 = build(C)
fock = lambda P: h + (G2 @ P.ravel()).reshape(N, N)
def F(P, extra=0.0):
    U = np.linalg.eigh(fock(P) + extra)[1][:, :no]
    return U @ U.T
def converge(extra=0.0):
    P = np.diag((np.arange(N) < no) * 1.0)
    for _ in range(200):
        P = F(P, extra)
    assert np.linalg.norm(F(P, extra) - P) < 1e-11
    return P
C = C @ np.linalg.eigh(fock(converge()))[1]; h, eri, G2 = build(C)
P0 = converge(); eps = np.diag(fock(P0)); energy = np.sum(P0 * (h + fock(P0)))
assert abs(energy - mf.e_tot) < 1e-8
pairs = [(i, a) for i in range(no) for a in range(no, N)]; nov = len(pairs)
pairs += [(p, q) for p in range(N) for q in range(p, N) if (p < no) == (q < no)]
I, J = np.array(pairs).T; nd = len(pairs)
def mat(x):
    M = np.zeros((N, N)); M[I[:len(x)], J[:len(x)]] = x; M[J[:len(x)], I[:len(x)]] = x
    return M
def jac(fun, n, step=3e-5):
    return np.array([((fun(P0 + step * mat(e)) - fun(P0 - step * mat(e))) / (2 * step))[I, J]
                     for e in np.eye(nd)[:n]]).T
Jfd = jac(F, nd)
o, w_ = slice(0, no), slice(no, N)
K = (4 * eri[o, w_, o, w_] - eri[o, o, w_, w_].transpose(0, 2, 1, 3)
     - eri[o, w_, o, w_].transpose(0, 3, 2, 1)).reshape(nov, nov)
D = eps[J[:nov]] - eps[I[:nov]]; Gov = -K / D[:, None]
Cc = np.array([-((G2 @ mat(e).ravel()).reshape(N, N))[I[:nov], J[:nov]] / D
               for e in np.eye(nd)[nov:]]).T
err = max(abs(Jfd[:nov, :nov] - Gov).max(), abs(Jfd[:nov, nov:] - Cc).max(), abs(Jfd[nov:]).max())
assert err < 1e-6
gam, W = np.linalg.eigh(-K / np.sqrt(np.outer(D, D)))
gfd = np.linalg.eigvals(Jfd[:nov, :nov])
assert abs(gfd.imag).max() < 1e-5 and np.allclose(np.sort(gfd.real), gam, atol=1e-5)
assert abs(gam).max() < 1 and abs(gam).min() > 1e-5
glow = min(gam[0], 0.0); kcrit = 4 / (1 - glow)
print(f"Mg RHF/cc-pVDZ: basis {N}, occupied {no}, ov pairs {nov}, symmetric dim {nd}")
out("energy", energy, "Eh"); out("HOMO", eps[no - 1], "Eh"); out("LUMO", eps[no], "Eh")
out("max |Jacobian FD - formula|", err); out("max |Im gamma| (FD)", abs(gfd.imag).max())
out("gamma_min", gam[0]); out("gamma_max", gam[-1]); out("min |gamma_ov|", abs(gam).min())
def run(fun, kap, d0, d1, n, stop=1e-3):
    A, B = P0 + d0, P0 + d1; tr = [d0, d1]
    for k in range(1, n):
        A, B = B, 2 * B - A + kap * (fun(B) - B); tr.append(B - P0)
        if np.linalg.norm(tr[-1]) > stop:
            break
    return tr
r = mat(rng.normal(size=nd)); r /= np.linalg.norm(r)
blows = lambda fun, kap: len(run(fun, kap, 1e-7 * r, 1e-7 * r, 600)) < 601
lo, hi = 2.0, 4.2
assert not blows(F, lo) and blows(F, hi)
for _ in range(16):
    mid = (lo + hi) / 2
    lo, hi = (lo, mid) if blows(F, mid) else (mid, hi)
assert -1e-4 < hi / kcrit - 1 < 5e-4   # finite run detects growth just above threshold
out("kappa_c = 4/(1-gamma_min)", kcrit); out("kappa_c by bisection, nonlinear map", hi)
ku = 4.04 / (1 - gam[0]); vm = mat(W[:, 0] / np.sqrt(D)); vm *= 1e-8 / np.linalg.norm(vm)
tr = run(F, ku, vm, vm, 45)
eta = np.log(np.linalg.norm(tr[45]) / np.linalg.norm(tr[25])) / 20
assert abs(eta / np.arccosh(1.02) - 1) < 1e-3
out("kappa = 1.01 kappa_c", ku); out("  eta measured", eta, "per step")
out("  eta formula", np.arccosh(1.02), "per step")
X = np.array([t[I, J] for t in run(F, 2.0, 2e-8 * r, 2e-8 * r, 1000)]); assert len(X) == 1001
Uv = X[:, :nov] + X[:, nov:] @ np.linalg.solve(Gov, Cc).T; dU = np.diff(Uv, axis=0)
inv = (dU**2) @ D + 2.0 * np.einsum("ki,ij,kj->k", Uv[1:], np.diag(D) + K, Uv[:-1])
drift = abs(inv / inv[0] - 1).max(); a2 = 2 * (1 - gam); smin = (a2 * (1 - a2 / 4)).min()
ratio = ((Uv**2) @ D).max() / inv[0]
assert drift < 2e-3 and ratio < 1 / smin
out("kappa=2, 1000 steps: relative drift of invariant", drift)
out("  max |u|_G^2 / I", ratio); out("  bound 1/min a(1-a/4)", 1 / smin)
alpha = 1.99 / (1 - glow); Fa = lambda P: (1 - alpha) * P + alpha * F(P)
P = P0 + 1e-4 * r
for _ in range(1500):
    P = Fa(P)
assert np.linalg.norm(P - P0) < 1e-8 and not blows(Fa, 2.0) and blows(Fa, 2.05)
out("over-relaxation alpha (gamma_min -> -0.99)", alpha)
out("  SCF error after 1500 cycles from 1e-4", np.linalg.norm(P - P0))
print("  blows up at kappa 2, 2.05:", blows(Fa, 2.0), blows(Fa, 2.05))
F2 = lambda P: F(F(P)); b = (blows(F, 3.9), blows(F2, 3.9), blows(F2, 4.1))
assert b[0] == (3.9 > kcrit) and not b[1] and b[2]
print("blows up: 1 cycle 3.9, 2 cycles 3.9, 2 cycles 4.1:", *b)
mu = 0.5; gl = np.linalg.eigvals(jac(lambda P: F(P, mu * (np.eye(N) - P)), nov)[:nov])
gl_f = 1 - np.linalg.eigvalsh((np.diag(D) + K) / np.sqrt(np.outer(D + mu, D + mu)))
assert abs(gl.imag).max() < 1e-5 and np.allclose(np.sort(gl.real), np.sort(gl_f), atol=1e-5)
print(f"level shift 0.5 Eh: gamma from {gl_f.min():.5f} to {gl_f.max():.5f}")
beta = 0.05; R = expm(beta * (C.T @ mol.intor("int1e_cg_irxp")[2] @ C))
Pt = P0 + 1e-2 * r
assert np.allclose(R @ R.T, np.eye(N), atol=1e-10)
assert np.allclose(F(R @ Pt @ R.T), R @ F(Pt) @ R.T, atol=1e-9)
Fr = lambda P: P + R @ (F(P) - P) @ R.T
Jr = jac(Fr, nd); rho = abs(np.linalg.eigvals(Jr)).max()
P = P0 + 1e-4 * r
for _ in range(200):
    P = Fr(P)
assert rho < 1 and np.linalg.norm(P - P0) < 1e-10
gr, Vr = np.linalg.eig(Jr[:nov, :nov]); thr = np.arccos(gr.astype(complex))  # kappa=2: cos theta = gamma
j = np.argmax(abs(thr.imag)); lam = np.exp(1j * thr[j]); lam = lam if abs(lam) > 1 else 1 / lam
m = abs(np.angle(1 - gr[j])) / beta
assert abs(m - round(m)) < 1e-3 and abs(abs(1 - gr[j]) - (1 - gam)).min() < 1e-5
tr = run(Fr, 2.0, 1e-8 * mat(Vr[:, j].real), 1e-8 * mat((lam * Vr[:, j]).real), 40)
eta = np.log(np.linalg.norm(tr[40]) / np.linalg.norm(tr[0])) / 40
assert abs(eta / abs(thr[j].imag) - 1) < 1e-3 and blows(Fr, 2.0)
out("rotated residual beta=0.05: spectral radius", rho)
print(f"  worst ov gamma: {gr[j].real:.5f} +- {abs(gr[j].imag):.5f}i, |m| = {m:.3f}")
out("  eta measured, kappa=2", eta, "per step"); out("  eta formula", abs(thr[j].imag), "per step")

# ---------- moving fixed point: slow field ----------
E0, Om, dt, kap = 1e-5, 0.005, 20.0, 2.0
z = C.T @ mol.intor("int1e_r")[2] @ C; dip = lambda P: -2 * np.sum(P * z)
pol_ff = (dip(converge(E0 * z)) - dip(converge(-E0 * z))) / (2 * E0)
pol_j = 4 * (W.T @ (z[I[:nov], J[:nov]] / np.sqrt(D)))**2 / (1 - gam)
assert abs(pol_j.sum() / pol_ff - 1) < 1e-5
phi = Om * dt; ns = 400; kk = np.arange(ns + 1); Ek = E0 * np.sin(kk * phi)
A, B = P0, converge(Ek[1] * z); aux = [dip(A), dip(B)]; outp = [dip(F(A))]
for k in range(1, ns):
    Fo = F(B, Ek[k] * z); outp.append(dip(Fo))
    A, B = B, 2 * B - A + kap * (Fo - B); aux.append(dip(B))
e_aux = np.array(aux) - pol_ff * Ek; e_out = np.array(outp) - pol_ff * Ek[:-1]
sig = 4 * np.sin(phi / 2)**2; rj = sig / (a2 - sig); tj_ = np.arccos(1 - a2 / 2)
# steady response minus the free wave; the free wave carries r*sin(phi) so delta_1 = 0
shape = np.sin(kk * phi)[:, None] - np.sin(phi) * np.sin(np.outer(kk, tj_)) / np.sin(tj_)
p_aux = E0 * shape @ (pol_j * rj); p_out = (E0 * shape @ (pol_j * rj * gam))[:-1]
assert abs(e_aux - p_aux).max() < 1e-3 * abs(e_aux).max()
assert abs(e_out - p_out).max() < 1e-3 * abs(e_aux).max()
omega = np.sqrt(kap) / dt; jd = np.argmax(pol_j); r_apx = (Om / omega)**2 / (1 - gam[jd])
assert abs(r_apx / rj[jd] - 1) < 2 * rj[jd]
print(f"field E0 = {E0:g} au, Omega = {Om:g} Eh, dt = {dt:g} au, kappa = {kap:g}")
out("dt", dt * physical_constants["atomic unit of time"][0] * 1e15, "fs")
out("omega", omega, "Eh"); out("phi", phi); out("sigma", sig)
out("polarizability finite field", pol_ff, "a0^3"); out("polarizability mode sum", pol_j.sum(), "a0^3")
out("strongest dipole mode gamma", gam[jd]); out("  r exact", rj[jd]); out("  r approx", r_apx)
out("steady relative dipole error, auxiliary", (pol_j * rj).sum() / pol_j.sum())
out("steady relative dipole error, output F(n)", (pol_j * rj * gam).sum() / pol_j.sum())
out("max dipole error auxiliary, run", abs(e_aux).max(), "e a0")
out("max dipole error auxiliary, formula", abs(p_aux).max(), "e a0")
out("max dipole error output, run", abs(e_out).max(), "e a0")
out("largest stable dt at this omega", np.sqrt(kcrit) / omega, "au")
print("checks complete")
```

It prints:

```
model gamma=0.3+0.01i, kappa=2: eta exact: 0.0104826 per step
  eta small-Im formula: 0.0104828 per step
Jordan block c=0.5, kappa=2: x at step 201: 100.5
gamma=-1, kappa=2, start 0.3,0.4: step 201: 140.4
alternating gamma=+-0.1, kappa=2: eta: 0.0998341 per step
unit noise, gamma=0.3, kappa=2, step 400: variance: 221.787
  k/(2 sin^2 theta): 219.78
Mg RHF/cc-pVDZ: basis 18, occupied 6, ov pairs 72, symmetric dim 171
energy: -199.608 Eh
HOMO: -0.253004 Eh
LUMO: 0.0448271 Eh
max |Jacobian FD - formula|: 4.09811e-10
max |Im gamma| (FD): 6.64585e-12
gamma_min: 0.0035941
gamma_max: 0.379486
min |gamma_ov|: 0.0035941
kappa_c = 4/(1-gamma_min): 4
kappa_c by bisection, nonlinear map: 4.00006
kappa = 1.01 kappa_c: 4.05457
  eta measured: 0.199671 per step
  eta formula: 0.199668 per step
kappa=2, 1000 steps: relative drift of invariant: 1.69577e-05
  max |u|_G^2 / I: 0.858615
  bound 1/min a(1-a/4): 1.16824
over-relaxation alpha (gamma_min -> -0.99): 1.99
  SCF error after 1500 cycles from 1e-4: 2.97206e-11
  blows up at kappa 2, 2.05: False True
blows up: 1 cycle 3.9, 2 cycles 3.9, 2 cycles 4.1: False False True
level shift 0.5 Eh: gamma from 0.01363 to 0.75793
rotated residual beta=0.05: spectral radius: 0.381524
  worst ov gamma: 0.14450 +- 0.12930i, |m| = 3.000
  eta measured, kappa=2: 0.130275 per step
  eta formula: 0.130275 per step
field E0 = 1e-05 au, Omega = 0.005 Eh, dt = 20 au, kappa = 2
dt: 0.483777 fs
omega: 0.0707107 Eh
phi: 0.1
sigma: 0.00999167
polarizability finite field: 80.015 a0^3
polarizability mode sum: 80.015 a0^3
strongest dipole mode gamma: 0.379486
  r exact: 0.00811648
  r approx: 0.00805784
steady relative dipole error, auxiliary: 0.00750527
steady relative dipole error, output F(n): 0.00247194
max dipole error auxiliary, run: 6.57991e-06 e a0
max dipole error auxiliary, formula: 6.57991e-06 e a0
max dipole error output, run: 2.17399e-06 e a0
largest stable dt at this omega: 28.2843 au
checks complete
```
